Phonon-assisted absorption onset in a degenerately doped indirect semiconductor, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the pair count to the absorption coefficient

Scaling nearly fixes the answer. An indirect absorption event creates an electron in a conduction valley and a hole in the valence band, and a phonon takes up the difference of their crystal momenta. Let E be the electron energy measured up from the conduction edge, and let H be the hole energy measured down from the valence edge. If both edges are parabolic in three dimensions, a wavevector scales as the square root of its energy, so the number of states below a given energy scales as that energy to the power 3/2. In an empty crystal the one energy available near threshold is the excess Δ to be shared by the pair. The number of pairs with total energy below Δ must then scale as

Δ^(3/2) · Δ^(3/2) = Δ³,

and the number per unit energy, which governs absorption, scales as Δ².

Now fill the conduction valleys up to an energy ξ. The electron can enter only above ξ, and the excess left to share is δ = Δ − ξ. When δ is small compared with ξ, the hole still has a volume of wavevector space proportional to δ^(3/2). The electron, however, has a thin shell around the Fermi surface. Its volume is the derivative of ξ^(3/2) times the thickness δ, which is proportional to √ξ δ. The number of pairs scales as

√ξ δ · δ^(3/2) = √ξ δ^(5/2),

and the number per unit energy scales as √ξ δ^(3/2). Both results have the dimension of energy squared, as they must. In general the answer can be written ξ² F(δ/ξ), where F is a function of a pure number. Scaling gives the behaviour of F at small argument, but neither its numerical coefficient nor the range over which the power law holds. It also presumes that electron and hole energies may be chosen independently, and that blocking acts on the final electron state alone. These points need a derivation.

The algebra uses atomic units: the reduced Planck constant, the electron mass and the elementary charge are one, the Coulomb energy of two unit charges at distance r is 1/r, and the speed of light is c ≈ 137. The crystal has volume V and refractive index n, and the light has frequency ω, which in these units is also the photon energy. The temperature is zero. The semiconductor is n-type, with M equivalent conduction valleys, and the valence band is full before absorption.

Take an electric field F₀ cos ωt along a unit vector e, uniform over the crystal because the wavelength greatly exceeds the lattice spacing. The field is minus the time derivative of A/c, so A/c = −e (F₀/ω) sin ωt. For an electron of charge −1 the kinetic energy is (p + A/c)²/2. Its term linear in the field is

A·p/c = −(F₀/ω) sin ωt (e·p).

The term quadratic in A is independent of position here and causes no transitions. Writing sin ωt = (e^(iωt) − e^(−iωt))/(2i), one finds that the part varying as e^(−iωt), which supplies the energy ω, has an amplitude of magnitude (F₀/(2ω)) |e·p|. The golden rule gives the transition rate

W = 2π (F₀²/(4ω²)) Σ |p_fi|² δ(E_f − E_i − ω),

where p_fi is the matrix element of e·p and the sum runs over allowed transitions. In this formula δ( ) with an energy argument is the delta function; δ standing alone is the excess energy defined above.

The time-averaged energy flux of the wave is S = n c F₀²/(8π). The absorption coefficient α is the power absorbed per unit volume divided by this flux:

α = ωW/(VS)

  = ω · 2π · (F₀²/(4ω²)) · (8π/(n c F₀²)) · (1/V) Σ |p_fi|² δ(E_f − E_i − ω)

  = (4π²/(n c ω)) (1/V) Σ |p_fi|² δ(E_f − E_i − ω).

The field strength has cancelled, as it should for linear absorption.

A uniform field cannot by itself carry an electron from the valence maximum to a valley elsewhere in the Brillouin zone, since it conserves crystal momentum. The transition therefore needs the light and the lattice together, in second order. Count the photon and phonon energies as part of the state energies, so that the total perturbation U is independent of time. Starting from state i, the amplitude c_s of an intermediate state s obeys

i dc_s/dt = U_si e^(i(E_s − E_i)t).

If the perturbation is switched on slowly, no free oscillation remains from the start, and integration gives

c_s = U_si e^(i(E_s − E_i)t)/(E_i − E_s).

This amplitude drives the final state:

i dc_f/dt = Σ_s U_fs c_s e^(i(E_f − E_s)t)

  = [Σ_s U_fs U_si/(E_i − E_s)] e^(i(E_f − E_i)t).

This has the form of a first-order transition whose matrix element is the bracket. The golden rule for the absorption therefore survives, with the direct matrix element replaced by the second-order amplitude. The replacement is valid at leading order in the couplings and away from a resonance E_s = E_i.

The lattice coupling is modelled by a single phonon branch of fixed energy Ω. A displacement u shifts the electronic matrix element by Du, where D is a deformation potential with the dimension of energy per length. For mass density ρ, a normal mode of the crystal is a harmonic oscillator of mass ρV. Its position matrix element between the ground state and the first excited state has the square 1/(2ρVΩ). The squared coupling for emitting one phonon is therefore

D²/(2ρVΩ).

With N phonons already present, emission would carry an extra factor N + 1 and absorption of a phonon a factor N. At zero temperature N = 0, so emission remains and phonon absorption is absent. This is why the threshold contains +Ω.

Consider first the path in which the light lifts a valence electron vertically to a conduction state at the zone centre, after which the electron emits a phonon and drops into a valley. Let P be the momentum matrix element of the vertical step. The denominator is, up to sign, the detuning E_d, which is the direct gap minus ω; the small hole energy is neglected beside it. The squared second-order amplitude is then the light factor F₀²/(4ω²) multiplied by K/V, where

K = P² D²/(2ρΩE_d²).

Other paths add to this one inside the amplitude before it is squared. If their sum varies little near threshold and does not vanish there, they change the constant K but not the spectral law. That is the meaning of an allowed transition here. If symmetry made the sum vanish at the band edges, K would carry further powers of the wavevectors. The exponent of the undoped onset would then be higher. That of the doped onset would depend on which wavevector enters: a factor proportional to the square of the electron's wavevector, measured from the valley minimum, stays finite at the Fermi surface and leaves the exponent unchanged, whereas one proportional to the square of the hole's wavevector raises it.

Degenerate doping raises a question about the paths themselves. The electrons already present might block an intermediate state m as well as final states. To see what happens, let v be the initial valence state and c the final conduction state, with energies E_v and E_c. The conservation of energy reads

E_c + Ω = E_v + ω.

If m is empty, the electron can go from v to m by the light and then from m to c by the phonon. Its denominator is

initial minus intermediate energy = E_v + ω − E_m.

If m is filled, the first of these steps is blocked. But another order has become possible: the electron in m first goes to c with emission of the phonon, and the valence electron then fills m with absorption of the light. The denominator is now

E_m − E_c − Ω = E_m − E_v − ω = −(E_v + ω − E_m),

by energy conservation. The denominator has changed sign.

The exchange of fermions supplies a second sign. Write v, m and c for the operators that remove an electron from each state, and v†, m† and c† for those that add one. When m is empty, the two steps act as

c†m m†v = c†(1 − m†m)v → c†v.

When m is filled, they act in the other order. Moving operators for different states past one another, with a change of sign each time, gives

m†v c†m = −m†c†v m = m†c†m v = −m†m c†v → −c†v.

The two minus signs cancel, and the coefficient of the net transfer c†v is the same in both cases. The same argument holds for the path with the phonon first: the empty-state denominator E_v − E_m − Ω becomes E_m + ω − E_c = E_m + Ω − E_v. In a basis with a fixed ordering of the levels, the matrix element of c†v can itself acquire a sign when it passes a filled m, but the rate contains the square.

A numerical diagonalization tested this conclusion. Levels v, c and m were placed at 0, 1.2 and 3.4, with a phonon energy of 0.3 and couplings between 0.003 and 0.007, all in one arbitrary energy unit. With m empty and with m filled, the magnitude of the effective v-to-c coupling agreed with the second-order formula to within 0.2 percent. Within this independent-electron treatment, blocking thus enters through the final state c, and the constant K needs no correction for the filling of the intermediate states.

It remains to sum over final states. For each valence wavevector and each conduction wavevector there is a phonon whose wavevector makes up the difference. Neither choice restricts the other. This distinguishes the process from a vertical transition, where one wavevector determines both energies. Light and phonon are both taken to conserve spin, so there is a factor 2 for spin and a factor M for the valleys. Let g_c(E) and g_v(H) be the densities of states per unit volume, per spin, and for g_c per valley. Each sum over wavevectors gives V times an integral over the density of states. The two factors V cancel the explicit 1/V and the 1/V in the squared amplitude, leaving

(1/V) Σ (K/V) δ(E_f − E_i − ω)

  = 2MK ∫∫ g_c(E) g_v(H) δ(E_g + Ω + E + H − ω) dE dH,

where E_g is the indirect gap of the doped crystal.

A valley may be anisotropic, with one longitudinal mass m_l and two transverse masses m_t. States below E fill an ellipsoid in wavevector space with semi-axes √(2m_l E), √(2m_t E) and √(2m_t E). Dividing its volume by (2π)³ gives the number of states per unit volume:

(1/(8π³)) (4π/3) (2E)^(3/2) √(m_l m_t²) = (2m_d E)^(3/2)/(6π²),

with m_d = (m_l m_t²)^(1/3). Differentiation with respect to E gives

g_c(E) = (2m_d)^(3/2) √E/(4π²).

Within the parabolic model the anisotropy is therefore fully contained in m_d. The valence band is described by one mass m_v,

g_v(H) = (2m_v)^(3/2) √H/(4π²).

Warping of the valence band would not change this square root, provided that its energy still scales as the square of the wavevector along every direction. All lengths in wavevector space then grow as √H, the enclosed volume grows as H^(3/2), and the effect is a different effective m_v. The proviso holds only for hole energies small compared with the spin-orbit splitting of the valence band, which in silicon is only 0.044 eV.

Define the excess energy Δ = ω − E_g − Ω. The delta function sets H = Δ − E. The hole energy cannot be negative, so E ≤ Δ; the states below ξ are filled, so E ≥ ξ. The absorption coefficient is therefore

α = (4π²/(n c ω)) · K · 2M (2m_d)^(3/2) (2m_v)^(3/2)/(16π⁴) · I(Δ, ξ),

I(Δ, ξ) = ∫_ξ^Δ √E √(Δ − E) dE  for Δ > ξ,

and I = 0 for Δ ≤ ξ.

The density-of-states factor was tested by counting pairs on three-dimensional wavevector grids, with m_l = 0.92, m_t = 0.19 and m_v = 0.55. For a total pair energy below 1.5, in units where the filling was either 0 or 1, the count agreed with the energy integral of the formula to within 1 percent. With a filling of 1, the count between excess energies 0.05 and 0.10 grew with an exponent within 0.06 of 5/2. That is the exponent expected for a cumulative count when the number per unit energy grows with exponent 3/2; an unblocked pair of bands would have given 3.

The absorption coefficient is now a known prefactor times the pair integral I(Δ, ξ), with blocking entering only through the final electron state in this independent-electron treatment. It remains to evaluate the integral, find the power law at the shifted threshold, and establish how far that law holds.

All numerical values are calculated from the stated model.
